# Thermally Stimulated Depolarization of One Debye Process and Its Peak Condition: verification in Python

```python
"""Thermally stimulated depolarization of one Debye process.

Result under test: for dP/dt = -P/tau(T), tau = tau0*exp(E/(k*T)), and
linear heating T = T0 + beta*t, the current density J = P/tau has a single
maximum, at the temperature Tm where beta*tau(Tm) = k*Tm**2/E.

Symbols: P polarization, E activation energy (eV), k Boltzmann constant
(eV/K), tau0 prefactor (s), beta heating rate (K/s), T0 start temperature (K),
x = E/(k*T).  Peaks are located by maximizing a current obtained by
quadrature of the rate law, without use of the peak condition.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import expn, lambertw

k = constants.physical_constants["Boltzmann constant in eV/K"][0]
eps0 = constants.epsilon_0


def arrhenius(energy, prefactor):
    return lambda T: prefactor * np.exp(energy / (k * T))


def log_current(t, temperature, tau):
    """ln(J/P0) at time t, by direct quadrature of the decay rate."""
    decay = quad(lambda s: 1.0 / tau(temperature(s)), 0.0, t,
                 epsabs=0.0, epsrel=1e-11, limit=300)[0]
    return -np.log(tau(temperature(t))) - decay


def peak_time(temperature, tau, t_end):
    found = minimize_scalar(lambda t: -log_current(t, temperature, tau),
                            bounds=(0.0, t_end), method="bounded",
                            options={"xatol": 1e-7})
    return found.x


def linear_peak(energy, prefactor, rate, start, stop=600.0):
    """Peak temperature for linear heating, found numerically."""
    t = peak_time(lambda s: start + rate * s, arrhenius(energy, prefactor),
                  (stop - start) / rate)
    return start + rate * t


def peak_x(energy, prefactor, rate):
    """Closed form of E/(k*Tm) with the Lambert function."""
    return 2 * lambertw(0.5 * np.sqrt(energy / (k * rate * prefactor))).real


def remaining(T, energy, prefactor, rate, start):
    """Closed form of P(T)/P0 with the exponential integral E2."""
    def integral(temp):
        x = energy / (k * temp)
        return energy / (k * prefactor) * expn(2, x) / x
    return np.exp(-(integral(T) - integral(start)) / rate)


# Model parameters of the worked example
E, tau0, beta, T0 = 0.60, 1e-13, 0.10, 120.0
delta_eps, field, T_pole, t_pole, area = 2.0, 1e6, 220.0, 600.0, 1e-4
tau = arrhenius(E, tau0)
P0 = eps0 * delta_eps * field

# Peak identity and closed peak temperature for four different processes
cases = [(E, tau0, beta), (0.30, 1e-10, 0.02), (1.00, 1e-14, 0.50),
         (0.10, 1.0, 0.10)]
case_results = []
for energy, prefactor, rate in cases:
    T_num = linear_peak(energy, prefactor, rate, 50.0)
    left = rate * arrhenius(energy, prefactor)(T_num)
    right = k * T_num**2 / energy
    assert abs(left / right - 1) < 5e-5
    T_closed = energy / (k * peak_x(energy, prefactor, rate))
    assert abs(T_num / T_closed - 1) < 1e-5
    case_results.append((energy, prefactor, rate, T_num, left, right))

# Worked example: numerical peak
Tm = linear_peak(E, tau0, beta, T0)
xm = E / (k * Tm)
product, thermal_width = beta * tau(Tm), k * Tm**2 / E
assert abs(product / thermal_width - 1) < 5e-5

# Closed current against numerical integration of the differential equation
table_T = np.array([170.0, 180.0, 190.0, 200.0, Tm, 210.0, 215.0, 220.0])
ode = solve_ivp(lambda t, p: -p / tau(T0 + beta * t), (0.0, 1100.0), [1.0],
                method="DOP853", t_eval=(table_T - T0) / beta,
                rtol=1e-10, atol=1e-13, max_step=2.0)
assert ode.success
fraction = remaining(table_T, E, tau0, beta, T0)
J = P0 * fraction / tau(table_T)
J_ode = P0 * ode.y[0] / tau(table_T)
assert np.max(np.abs(J - J_ode)) < 1e-6 * np.max(J_ode)

# One maximum for a cold start; steady fall for a start above the root
times = np.arange(0.0, 1800.0, 10.0)
cold = np.array([log_current(t, lambda s: T0 + beta * s, tau) for t in times])
signs = np.sign(np.diff(cold))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1
T_hot = 215.0
assert T_hot > Tm
hot = np.array([log_current(t, lambda s: T_hot + beta * s, tau)
                for t in np.arange(0.0, 600.0, 10.0)])
assert np.all(np.diff(hot) < 0)

# Remaining polarization at the peak, from the differential equation
left_at_peak = ode.y[0][4]
exponent = xm * np.exp(xm) * expn(2, xm)
assert abs(left_at_peak / np.exp(-exponent) - 1) < 1e-5
assert abs(exponent - (1 - 2 / xm)) < 6 / xm**2
J_peak = P0 * left_at_peak * E * beta / (k * Tm**2)
assert abs(J_peak / J_ode[4] - 1) < 5e-5

# Released charge per area
released = quad(lambda t: P0 * remaining(T0 + beta * t, E, tau0, beta, T0)
                / tau(T0 + beta * t), 0.0, 1800.0, epsabs=0.0, epsrel=1e-9,
                points=[600.0, 850.0, 1000.0], limit=300)[0]
assert abs(released / P0 - 1) < 1e-7

# Shift with heating rate, and activation energy from two peaks
step = 1.1
T_up = linear_peak(E, tau0, beta * step, T0)
T_down = linear_peak(E, tau0, beta / step, T0)
shift_slope = np.log(T_up / T_down) / (2 * np.log(step))
assert abs(shift_slope * (xm + 2) - 1) < 1e-3
beta2 = 0.50
Tm2 = linear_peak(E, tau0, beta2, T0)
E_found = k * (np.log(Tm**2 / beta) - np.log(Tm2**2 / beta2)) \
    / (1 / Tm - 1 / Tm2)
assert abs(E_found / E - 1) < 1e-4

# Nonlinear heating: the instantaneous rate at the peak is the one that counts
rate_start, curvature = 0.05, 4e-5


def curved(t):
    return T0 + rate_start * t + curvature * t**2


t_c = peak_time(curved, tau, 2000.0)
T_c = curved(t_c)
rate_c = rate_start + 2 * curvature * t_c
mean_c = (T_c - T0) / t_c
ratio_instant = rate_c * tau(T_c) * E / (k * T_c**2)
ratio_mean = mean_c * tau(T_c) * E / (k * T_c**2)
assert abs(ratio_instant - 1) < 5e-5
assert abs(ratio_mean - 1) > 0.1


# Prefactor proportional to 1/T changes the condition
def tau_inverse_T(T):
    return tau0 * (200.0 / T) * np.exp(E / (k * T))


t_p = peak_time(lambda s: T0 + beta * s, tau_inverse_T, 4800.0)
T_p = T0 + beta * t_p
product_p = beta * tau_inverse_T(T_p)
assert abs(product_p * (E + k * T_p) / (k * T_p**2) - 1) < 5e-5
ratio_p = product_p * E / (k * T_p**2)
assert abs(ratio_p - 1) > 0.01

# Poling is complete and the polarization is frozen at the start
unsaturated = np.exp(-t_pole / tau(T_pole))
assert unsaturated < 1e-6
assert tau(T0) > 1e6 * (Tm - T0) / beta

print(f"activation energy E = {E:.2f} eV")
print(f"prefactor tau0 = {tau0:.1e} s")
print(f"heating rate beta = {beta:.2f} K/s")
print(f"start temperature T0 = {T0:.0f} K")
print(f"relaxation strength delta_eps = {delta_eps:.1f} (dimensionless)")
print(f"poling field = {field:.1e} V/m")
print(f"poling temperature = {T_pole:.0f} K, time = {t_pole:.0f} s")
print(f"electrode area = {area:.1e} m^2")
print(f"Boltzmann constant k = {k:.6e} eV/K")
print(f"E/k = {E / k:.2f} K")
print(f"tau at poling temperature = {tau(T_pole):.3f} s")
print(f"unsaturated fraction after poling = {unsaturated:.1e}")
print(f"tau at T0 = {tau(T0):.3e} s")
print(f"frozen polarization P0 = {P0:.4e} C/m^2")
print(f"E/(k beta tau0) = {E / (k * beta * tau0):.4e} (dimensionless)")
print(f"x_m from Lambert function = {peak_x(E, tau0, beta):.4f}")
print(f"peak temperature Tm, numerical = {Tm:.3f} K")
print(f"peak temperature Tm, closed = {E/(k*peak_x(E, tau0, beta)):.3f} K")
print(f"tau at peak = {tau(Tm):.3f} s")
print(f"beta*tau at peak = {product:.4f} K")
print(f"k*Tm^2/E = {thermal_width:.4f} K")
print(f"decay exponent at peak = {exponent:.5f}")
print(f"1 - 2/x_m = {1 - 2 / xm:.5f}")
print(f"P(Tm)/P0 = {left_at_peak:.5f}; 1/e = {np.exp(-1):.5f}")
print(f"peak current density = {J_peak:.4e} A/m^2")
print(f"peak current = {J_peak * area * 1e12:.3f} pA")
print(f"released charge / (P0*area) = {released / P0:.8f}")
print("curve: T (K), tau (s), P/P0, J (A/m^2)")
for T_row, f_row, J_row in zip(table_T, fraction, J):
    print(f"  {T_row:.2f}  {tau(T_row):.4e}  {f_row:.5f}  {J_row:.4e}")
print(f"d ln Tm/d ln beta, numerical = {shift_slope:.5f}")
print(f"1/(x_m + 2) = {1 / (xm + 2):.5f}")
print(f"peak at beta = {beta2:.2f} K/s: Tm = {Tm2:.3f} K")
print(f"E from the two peaks = {E_found:.5f} eV")
print("cases: E (eV), tau0 (s), beta (K/s), Tm (K), beta*tau (K), kT^2/E (K)")
for e, p, r, T_row, a, b in case_results:
    print(f"  {e:.2f}  {p:.0e}  {r:.2f}  {T_row:.3f}  {a:.4f}  {b:.4f}")
print(f"curved heating: initial rate = {rate_start:.2f} K/s, "
      f"t^2 coefficient = {curvature:.1e} K/s^2")
print(f"curved heating: peak at {T_c:.3f} K, rate there {rate_c:.4f} K/s")
print(f"  mean rate up to peak = {mean_c:.4f} K/s")
print(f"  rate*tau*E/(kT^2): instantaneous {ratio_instant:.5f}, "
      f"mean {ratio_mean:.5f}")
print(f"prefactor tau0*(200 K)/T: peak at {T_p:.3f} K")
print(f"  beta*tau*E/(kT^2) = {ratio_p:.5f}")
print(f"  E/(E + kT) = {E / (E + k * T_p):.5f}")
print("checks complete")
```

It prints:

```
activation energy E = 0.60 eV
prefactor tau0 = 1.0e-13 s
heating rate beta = 0.10 K/s
start temperature T0 = 120 K
relaxation strength delta_eps = 2.0 (dimensionless)
poling field = 1.0e+06 V/m
poling temperature = 220 K, time = 600 s
electrode area = 1.0e-04 m^2
Boltzmann constant k = 8.617333e-05 eV/K
E/k = 6962.71 K
tau at poling temperature = 5.557 s
unsaturated fraction after poling = 1.3e-47
tau at T0 = 1.581e+12 s
frozen polarization P0 = 1.7708e-05 C/m^2
E/(k beta tau0) = 6.9627e+17 (dimensionless)
x_m from Lambert function = 34.0300
peak temperature Tm, numerical = 204.605 K
peak temperature Tm, closed = 204.605 K
tau at peak = 60.125 s
beta*tau at peak = 6.0125 K
k*Tm^2/E = 6.0125 K
decay exponent at peak = 0.94588
1 - 2/x_m = 0.94123
P(Tm)/P0 = 0.38834; 1/e = 0.36788
peak current density = 1.1438e-07 A/m^2
peak current = 11.438 pA
released charge / (P0*area) = 1.00000000
curve: T (K), tau (s), P/P0, J (A/m^2)
  170.00  6.1299e+04  0.99935  2.8870e-10
  180.00  6.2988e+03  0.99299  2.7917e-09
  190.00  8.2241e+02  0.94190  2.0281e-08
  200.00  1.3162e+02  0.66144  8.8989e-08
  204.60  6.0125e+01  0.38834  1.1438e-07
  210.00  2.5082e+01  0.09207  6.5003e-08
  215.00  1.1601e+01  0.00452  6.9046e-09
  220.00  5.5571e+00  0.00001  2.4273e-11
d ln Tm/d ln beta, numerical = 0.02775
1/(x_m + 2) = 0.02775
peak at beta = 0.50 K/s: Tm = 214.159 K
E from the two peaks = 0.60000 eV
cases: E (eV), tau0 (s), beta (K/s), Tm (K), beta*tau (K), kT^2/E (K)
  0.60  1e-13  0.10  204.605  6.0125  6.0125
  0.30  1e-10  0.02  122.582  4.3162  4.3162
  1.00  1e-14  0.50  329.972  9.3827  9.3827
  0.10  1e+00  0.10  198.969  34.1149  34.1149
curved heating: initial rate = 0.05 K/s, t^2 coefficient = 4.0e-05 K/s^2
curved heating: peak at 205.994 K, rate there 0.1275 K/s
  mean rate up to peak = 0.0888 K/s
  rate*tau*E/(kT^2): instantaneous 1.00000, mean 0.69606
prefactor tau0*(200 K)/T: peak at 204.639 K
  beta*tau*E/(kT^2) = 0.97145
  E/(E + kT) = 0.97145
checks complete
```
